# Tetrahedral Fermi-Loewdin orbitals of a 2s2p shell

## Problem

One spin channel of an atom holds a 2s orbital and three 2p orbitals. They are real and orthonormal, and the three p orbitals share one radial function:

$$
s(\mathbf r)=\frac{R_s(r)}{\sqrt{4\pi}},\qquad
p_k(\mathbf r)=\sqrt{\frac{3}{4\pi}}\,R_p(r)\,\frac{x_k}{r},\qquad k=1,2,3 .
$$

The overall signs are chosen so that $R_p>0$ and so that $R_s>0$ outside the radial node of 2s. Atomic units are used.

A Fermi orbital is built from the occupied orbitals $\psi_j$ and a chosen point $\mathbf a_i$, called its descriptor:

$$
F_i(\mathbf r)=\frac{\sum_j\psi_j(\mathbf a_i)\,\psi_j(\mathbf r)}{\sqrt{\rho(\mathbf a_i)}},\qquad
\rho(\mathbf r)=\sum_j\psi_j(\mathbf r)^2 .
$$

Each $F_i$ is normalized, but different ones overlap. Loewdin orthogonalization replaces them by $\phi_i=\sum_j(S^{-1/2})_{ij}F_j$, where $S_{ij}=\langle F_i|F_j\rangle$. These $\phi_i$ are the Fermi-Loewdin orbitals used to evaluate orbital-by-orbital self-interaction corrections.

Place four descriptors at $\mathbf a_i=a\,\mathbf n_i$, where the unit vectors $\mathbf n_i$ point to the corners of a regular tetrahedron, so that $\mathbf n_i\cdot\mathbf n_j=-\tfrac13$ for $i\neq j$.

1. How does the overlap of two Fermi orbitals depend on $a$?
2. What are the orbitals $\phi_i$, how do they depend on $a$, and at which radii do they fail to exist?
3. Does the self-interaction energy of the shell exert a radial force on the descriptors?
4. What changes when the 1s orbital is included, with a fifth descriptor at the nucleus?

## First estimate by scaling

Multiplying $R_s(a)$ and $R_p(a)$ by a common factor leaves $F_i$ unchanged, because the factor cancels against $\sqrt\rho$. The overlap can therefore depend on $a$ only through the ratio of the two amplitudes. Let

$$
q(a)=\left[\frac{R_p(a)}{R_s(a)}\right]^2 .
$$

If $q\ll1$, all four Fermi orbitals are nearly the same s function, and the overlap is near 1. If $q\gg1$, they are p functions along the $\mathbf n_i$, and the overlap of two such functions is the cosine of the angle between them, $-\tfrac13$. The overlap should thus change sign near $q\sim1$.

To turn this into a length, note that near the nucleus $R_s$ is finite while $R_p$ grows linearly with $r$. The natural length there is $1/Z$, with $Z$ the nuclear charge, so $q\sim(Za)^2$. The estimate is

$$
1-S\sim(Za)^2\quad(Za\ll1),\qquad S=0\ \text{near}\ a\sim\frac1Z .
$$

For nitrogen, $1/Z=1/7\approx0.14$ bohr.

A count gives a first idea of the orthogonalized orbitals. Four orthonormal orbitals that span the shell contain the s function with total weight 1. The descriptors are equivalent by symmetry, so each orbital should have s weight $\tfrac14$ whatever the radius. The count does not give the signs, the directions or the radii at which the construction breaks down.

## Exact solution

### Overlap of the Fermi orbitals

At the descriptor, $x_k/r$ equals the component $n_{i,k}$. Hence

$$
s(\mathbf a_i)=\frac{R_s}{\sqrt{4\pi}},\qquad
p_k(\mathbf a_i)=\sqrt{\frac3{4\pi}}\,R_p\,n_{i,k},
$$

where $R_s$ and $R_p$ without an argument are taken at $r=a$. Since $\sum_k n_{i,k}^2=1$, the density there is

$$
\rho(\mathbf a_i)=\frac{R_s^2+3R_p^2}{4\pi}=\frac{\mathcal N}{4\pi},\qquad \mathcal N=R_s^2+3R_p^2 .
$$

In $F_i$ the factors $1/\sqrt{4\pi}$ cancel:

$$
F_i=\frac{R_s\,s+\sqrt3\,R_p\,\mathbf n_i\cdot\mathbf p}{\sqrt{\mathcal N}} .
$$

The functions $s,p_1,p_2,p_3$ are orthonormal, so an overlap is the dot product of two coefficient vectors. For $i\ne j$,

$$
S=\frac{R_s^2+3R_p^2\,(\mathbf n_i\cdot\mathbf n_j)}{\mathcal N}
=\frac{R_s^2-R_p^2}{R_s^2+3R_p^2}=\frac{1-q}{1+3q}.
$$

This answers the first question. The derivative

$$
\frac{dS}{dq}=\frac{-(1+3q)-3(1-q)}{(1+3q)^2}=-\frac{4}{(1+3q)^2}
$$

is negative, so $S$ falls steadily from 1 at $q=0$ towards $-\tfrac13$ as $q\to\infty$. As a function of $a$ it need not be monotonic, because $q(a)$ is not.

### Loewdin orthogonalization

Collect the coefficients of $F_i$ in the basis $(s,p_1,p_2,p_3)$ as row $i$ of a matrix $F$. It factorizes as

$$
F=T\Lambda,\qquad
T_i=\left(\tfrac12,\ \tfrac{\sqrt3}{2}\,\mathbf n_i\right),\qquad
\Lambda=\frac{2}{\sqrt{\mathcal N}}\,\mathrm{diag}(R_s,R_p,R_p,R_p).
$$

The dot product of two rows of $T$ is $\tfrac14+\tfrac34\,\mathbf n_i\cdot\mathbf n_j$. This is $\tfrac14+\tfrac34=1$ for $i=j$ and $\tfrac14-\tfrac14=0$ for $i\neq j$. The square matrix $T$ is therefore orthogonal, and the overlap matrix is already diagonalized:

$$
FF^{\mathsf T}=T\Lambda^2T^{\mathsf T}.
$$

Its eigenvalues are $4R_s^2/\mathcal N$, once, and $4R_p^2/\mathcal N$, three times. If neither vanishes, the positive inverse square root is $T|\Lambda|^{-1}T^{\mathsf T}$, and

$$
(FF^{\mathsf T})^{-1/2}F=T|\Lambda|^{-1}T^{\mathsf T}T\Lambda=T|\Lambda|^{-1}\Lambda .
$$

The diagonal matrix $|\Lambda|^{-1}\Lambda$ contains only signs. With $R_p>0$ and $\sigma=\operatorname{sign}R_s(a)$,

$$
\phi_i=\frac{\sigma}{2}\,s+\frac{\sqrt3}{2}\,\mathbf n_i\cdot\mathbf p .
$$

These are sp³ hybrids, with s weight $\tfrac14$ and p weight $\tfrac34$. The radius survives only in the sign $\sigma$.

The construction fails where an eigenvalue of the overlap matrix is zero. At $a=0$, $R_p=0$ and all four Fermi orbitals coincide. At the node of 2s, $R_s=0$ and four p functions lie in a three-dimensional space. The hybrids therefore exist at any finite radius except these two.

The sign $\sigma$ has a physical meaning. The charge centroid of $\phi_i$ along $\mathbf n_i$ comes from the s–p cross term, since the s–s and p–p terms vanish by parity:

$$
\langle\phi_i|\mathbf n_i\cdot\mathbf r|\phi_i\rangle
=2\cdot\frac{\sigma}{2}\cdot\frac{\sqrt3}{2}\cdot\frac{1}{\sqrt3}\int_0^\infty R_sR_p\,r^3dr
=\frac{\sigma}{2}\int_0^\infty R_sR_p\,r^3dr .
$$

The factor $1/\sqrt3$ is the angular integral $\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega$. For nitrogen, in the calculation described below, the centroid lies at $+0.667$ bohr for the sampled descriptors outside the node and at $-0.667$ bohr for those inside. A descriptor inside the node thus produces a hybrid that points away from it.

The common radius matters. With one nitrogen descriptor at 0.5 bohr and three at 1.5 bohr, the s weights become 0.1825 and three times 0.2725. They still add up to 1, but the orbitals are no longer sp³ hybrids.

### Radial force

Inversion through the nucleus leaves $s$ unchanged and reverses $\mathbf p$. It turns the hybrid with $\sigma=+1$ into

$$
\tfrac12 s-\tfrac{\sqrt3}{2}\mathbf n_i\cdot\mathbf p=-\left(-\tfrac12 s+\tfrac{\sqrt3}{2}\mathbf n_i\cdot\mathbf p\right),
$$

which is minus the hybrid with $\sigma=-1$. The two sets of orbital densities are mirror images through the nucleus. The Hartree and exchange-correlation energies of a single orbital density do not change under inversion, so both sets have the same self-interaction energy. For fixed shell orbitals, the energy is independent of $a$ wherever the hybrids exist, and there is no radial force on a common displacement of the four descriptors.

### Including 1s

The occupied orbitals are now 1s, 2s and the three 2p, and $\rho$ includes all five. The descriptor at the nucleus sees no p function, so its Fermi orbital contains only 1s and 2s. Replace the four outer Fermi orbitals by orthogonal combinations. In the symmetric one, $\tfrac12\sum_iF_i$, the p parts cancel because $\sum_i\mathbf n_i=0$, and the four equal s parts add up to twice one of them. In the other three, whose coefficients sum to zero, the s parts cancel.

An orthogonal change $W$ of the rows turns $S$ into $WSW^{\mathsf T}$, and $(WSW^{\mathsf T})^{-1/2}WF=WS^{-1/2}F$. The Loewdin step can therefore be done separately in the two blocks. The p block gives the same result as before, so every outer orbital keeps p weight $\tfrac34$. The s block has the coefficient matrix

$$
m=\begin{pmatrix}
\psi_{1s}(0)/\sqrt{\rho(0)} & \psi_{2s}(0)/\sqrt{\rho(0)}\\
2\psi_{1s}(a)/\sqrt{\rho(a)} & 2\psi_{2s}(a)/\sqrt{\rho(a)}
\end{pmatrix}.
$$

Choose the sign of 1s so that $\psi_{1s}(0)>0$. The determinant has the sign of $\psi_{1s}(0)\psi_{2s}(a)-\psi_{2s}(0)\psi_{1s}(a)$. Since $\psi_{2s}(0)<0$, it is positive outside the 2s node wherever $\psi_{1s}(a)>0$, and the program confirms $\det m>0$ at all four radii of the last table, including the one inside the node. For $\det m>0$ its orthogonalized form $Q=(mm^{\mathsf T})^{-1/2}m$ is a rotation, with rows $(\cos\theta,\sin\theta)$ and $(-\sin\theta,\cos\theta)$. The product $mQ^{\mathsf T}=(mm^{\mathsf T})^{1/2}$ must be symmetric. Equating its off-diagonal elements gives

$$
-m_{11}\sin\theta+m_{12}\cos\theta=m_{21}\cos\theta+m_{22}\sin\theta
\quad\Rightarrow\quad
\tan\theta=\frac{m_{12}-m_{21}}{m_{11}+m_{22}} .
$$

The quadrant follows from the positive trace of $mQ^{\mathsf T}$. The second row of $Q$ is the s function that enters the outer orbitals, each with coefficient $\tfrac12$. The 1s weight of each outer orbital is therefore $\tfrac14\sin^2\theta$, which depends on $a$.

The 2s node is no longer singular, because 1s does not vanish there. In nitrogen the lowest eigenvalue of the overlap matrix at the node is zero to rounding for the shell alone and 0.040 with 1s included.

## Comparison

### Hydrogenic orbitals

For a bare nucleus, let $x=Za$. The radial functions are $R_s\propto(2-x)e^{-x/2}/(2\sqrt2)$, in the sign that is positive at the nucleus, and $R_p\propto x\,e^{-x/2}/(2\sqrt6)$, with the same prefactor. The sign of $R_s$ does not affect $q$, and

$$
q=\frac{x^2/24}{(2-x)^2/8}=\frac{x^2}{3(2-x)^2}.
$$

Inserting this in $S$ and multiplying numerator and denominator by $3(2-x)^2$ gives

$$
S=\frac{3(2-x)^2-x^2}{3(2-x)^2+3x^2}
=\frac{2x^2-12x+12}{6x^2-12x+12}
=\frac{x^2-6x+6}{3(x^2-2x+2)} .
$$

Subtracting from 1,

$$
1-S=\frac{2x^2}{3(x^2-2x+2)}\approx\frac{x^2}{3}\qquad(x\ll1).
$$

The scaling estimate has the right power, and the missing coefficient is $\tfrac13$. The first zero lies at $x=3-\sqrt3\approx1.27$ instead of $x\sim1$. What scaling missed is the node at $x=2$: there $q$ diverges and $S=-\tfrac13$. Beyond it the overlap rises again, passes zero at $x=3+\sqrt3\approx4.73$ and tends to $+\tfrac13$.

### Far limit

The hydrogenic limit reflects the equal energies of 2s and 2p. In a local potential that falls off as $1/r$ or faster at large distance, an orbital of energy $E$ decays as $e^{-\kappa r}$ times a power of $r$, with $\kappa=\sqrt{-2E}$. If 2s is bound more deeply, $\kappa_s>\kappa_p$, and $q$ grows as $e^{2(\kappa_s-\kappa_p)a}$ times a power of $a$. Then $S\to-\tfrac13$. In the model potential $-(1+6e^{-2r})/r$, solved on a finite-difference grid, with $E_{2s}\approx-0.68$ and $E_{2p}\approx-0.28$ hartree, the overlap is $-0.3331$ at 10 bohr and $-0.3333$ at 20 bohr.

### Nitrogen

The example is the majority-spin shell of a free nitrogen atom, from unrestricted Kohn–Sham theory in the local density approximation (Slater exchange, PW92 correlation) with the cc-pVTZ basis. It inherits the errors of that functional and of the finite basis. The digits quoted are those of cc-pVTZ and are not all converged. With a large even-tempered basis (23s15p), $R_p(0.1)$ rises from 0.711 to 0.746, $S$ shifts by up to 0.011 (0.867 at 0.1 bohr, $-0.239$ at 4 bohr), the outermost zero of $S$ moves to 1.836 bohr and its maximum to 0.067. The 2s and 2p energies become $-0.720$ and $-0.309$ hartree, the self-interaction energies below drop by 0.001 to 0.004 hartree, and the s weights 0.1825 and 0.2725 quoted earlier become 0.1835 and 0.2722. The 2s node, the two inner zeros and the 1s weights change by 0.001 or less. The radial functions are in bohr$^{-3/2}$.

| $a$ (bohr) | $R_s$ | $R_p$ | $S$ |
|---|---|---|---|
| 0.1 | −3.878 | 0.711 | 0.878 |
| 0.2 | −1.504 | 1.092 | 0.183 |
| 0.5 | 0.882 | 1.228 | −0.138 |
| 1.0 | 0.896 | 0.798 | 0.061 |
| 2.0 | 0.249 | 0.262 | −0.026 |
| 4.0 | 0.015 | 0.030 | −0.231 |

At $a=1.0$ bohr, for instance, $R_s^2=0.8025$ and $R_p^2=0.6373$, so

$$
S=\frac{0.8025-0.6373}{0.8025+3(0.6373)}=\frac{0.1652}{2.7144}=0.061 .
$$

The first zero of the overlap is at 0.223 bohr. The scaling estimate of 0.14 bohr is too small by a factor of about 1.6, and the hydrogenic value $1.268/7=0.181$ bohr is closer. The 2s node lies at 0.321 bohr (0.170 Å), and two more zeros follow at 0.691 and 1.829 bohr. Between these two, the s amplitude slightly exceeds the p amplitude, and $S$ reaches at most 0.063. Around these radii the Fermi orbitals are already close to the final hybrids. At a zero of $S$ they are the hybrids, up to the sign $\sigma$ already contained in them.

The last row moves towards $-\tfrac13$, as expected for orbital energies of $-0.716$ (2s) and $-0.303$ hartree (2p). The Gaussian basis does not have the correct exponential tail, however, so the table does not establish the limit.

The counting estimate of s weight $\tfrac14$ agrees with the exact result for the isolated shell. With 1s included, $\tfrac14$ is the combined weight of 1s and 2s. The next table gives the 1s weight per outer orbital and the self-interaction energy, defined as the Hartree plus exchange-correlation energy of each orbital density, summed over the orbitals. The self-interaction correction subtracts this sum. Energies are in hartree, and the atomic orbitals are held fixed.

| $a$ (bohr) | shell alone | with 1s | 1s weight |
|---|---|---|---|
| 0.2 | 0.0735 | −0.185 | 0.229 |
| 0.5 | 0.0735 | 0.065 | 0.088 |
| 1.0 | 0.0735 | 0.328 | 0.005 |
| 2.0 | 0.0735 | 0.330 | 0.003 |

The two energy columns contain different numbers of orbitals, so their variation with $a$ is what can be compared. The shell alone shows none. With 1s the sum changes by 0.515 hartree over the sampled radii, but by only 0.002 hartree between 1 and 2 bohr, where the 1s weight is small. At 0.2 bohr the four outer orbitals together hold $4\times0.229=0.92$ of the 1s function, so the orbital assigned to the nucleus is mostly 2s. The radius-independent hybrids are thus a property of the isolated shell. In the full atom they approximate the outer orbitals well at 1 and 2 bohr, where the 1s weight is below 0.006 and the overlap $\tfrac34+\tfrac14\cos\theta$ with the hybrids is 0.997 and 0.998. The energy is more sensitive: the pure 1s orbital together with the four pure hybrids gives 0.316 hartree, 0.012 to 0.014 below the tabulated values. The admixture does not vanish farther out: once 2p dominates $\rho(a)$, the elements $m_{21}$ and $m_{22}$ tend to zero and $\tan\theta$ tends to $\psi_{2s}(0)/\psi_{1s}(0)$, which is not zero.

The numerical check checks the overlap formula, the hybrids and the 1s weights against orbitals constructed numerically from the definition.

## Numbers as computed

```
Hydrogenic shell: x = Z a, overlap S, rms hybrid error
  x =  0.0100   S =  0.999966   error = 1.6e-11
  x =  0.5000   S =  0.866667   error = 4.0e-15
  x =  1.2679   S = -0.000000   error = 3.8e-15
  x =  1.9990   S = -0.333333   error = 6.7e-11
  x =  2.0010   S = -0.333333   error = 3.0e-11
  x =  3.0000   S = -0.200000   error = 4.2e-15
  x =  4.7321   S =  0.000000   error = 4.2e-15
  x = 40.0000   S =  0.299168   error = 3.6e-15
  far limit of S (hydrogenic) = 0.333333
Screened model V = -(1 + 6 exp(-2r))/r
  E(2s) = -0.6778, E(2p) = -0.2814 hartree
  S(10 bohr) = -0.33306, S(20 bohr) = -0.33333
Nitrogen atom, LDA (Slater + PW92), cc-pVTZ, majority spin
  orbital energies 1s, 2s, 2p = -13.9863, -0.7157, -0.3029 hartree
  a (bohr), Rs, Rp (bohr^-3/2), S, centroid along n (bohr)
   0.1  -3.87753   0.71132   0.87773  -0.66658
   0.2  -1.50376   1.09195   0.18309  -0.66658
   0.5   0.88173   1.22833  -0.13789   0.66658
   1.0   0.89582   0.79832   0.06085   0.66658
   1.5   0.49249   0.45262   0.04396   0.66658
   2.0   0.24851   0.26203  -0.02579   0.66658
   3.0   0.06097   0.08795  -0.14924   0.66658
   4.0   0.01507   0.03018  -0.23106   0.66658
  largest distance of a Loewdin orbital from its hybrid = 3.2e-15
  2s node = 0.32124 bohr = 0.16999 angstrom
  zero-overlap radii up to 4 bohr = 0.2226, 0.6911, 1.8286 bohr
  largest S from node to 4 bohr = 0.06339 at 1.12 bohr
  s weights, radii 0.5, 1.5, 1.5, 1.5 bohr = 0.1825, 0.2725, 0.2725, 0.2725
  lowest overlap eigenvalue at node: shell 1.1e-16, with 1s 0.04031
  a (bohr), self-interaction energy of shell and of shell + 1s
  (hartree), 1s weight in each valence orbital
   0.2    0.0735297   -0.1853633   0.229313
   0.5    0.0735297    0.0648952   0.088404
   1.0    0.0735297    0.3279350   0.005471
   2.0    0.0735297    0.3299590   0.003325
  spread over a: shell 7.8e-16, with 1s 0.51532 hartree
```
